The inelastic conductance step of one symmetrically coupled level

An electron crossing a single level between two metal contacts, such as a localized state in a short channel or one atom in a constriction, can excite a local vibration once the bias supplies one quantum. This opens a new way through, so one might expect the conductance to rise. Yet the vibration also disturbs the electrons that pass elastically. For a vibration that shifts the energy of the level, the case treated here, which effect wins depends on the transmission.

Let the level have energy ε and couple to two wide-band leads with equal widths Γ_L = Γ_R = Γ/2, so that Γ is its full width. The energy quantum of the vibration is written ω, with ħ absorbed. The coupling is M d†d(b + b†) for each spin, where d removes an electron from the level and b removes a quantum. Electron repulsion is left out. The temperature is zero, and the bias energy U = eV > 0 puts the chemical potentials at +U/2 (left) and −U/2 (right), with ε fixed. A bath keeps the vibration in its ground state. Everything is taken to order M².

For noninteracting leads the Meir–Wingreen formula gives the current entering from lead α as

I_α = (2e/h) ∫ Γ_α [f_α A − N] dE.

Here f_α is the lead's Fermi function, A = −2 Im G the spectral function of the level, G its retarded Green function and N the occupied part of A. The factor 2 counts spins. In a steady state I_L = −I_R, hence I = (I_L − I_R)/2. With equal widths the unknown N cancels:

I = (2e/h)(Γ/4) ∫ A (f_L − f_R) dE = −(eΓ/h) ∫ Im G dE,

where the last integral runs over the window −U/2 < E < U/2.

Without vibration, G = g = 1/(x + iΓ/2) with x = E − ε. With D = x² + Γ²/4,

A = Γ/D, T = ΓA/4 = Γ²/(4D),

where T(E) is the bare transmission. Squaring g = (x − iΓ/2)/D gives

Re g² = (x² − Γ²/4)/D² = (D − Γ²/2)/D² = (1 − 2T)/D,
Im g² = −xΓ/D².

The real part already changes sign at T = 1/2. It remains to show that it controls the step.

The Dyson equation gives δG = g²Σ to order M². One part of Σ is the static shift. A mean electron number n displaces the oscillator to ⟨b⟩ = −Mn/ω, which moves the level by 2M⟨b⟩ = −2M²n/ω. At lowest order n = 1 + (1/π)[arctan((U − 2ε)/Γ) − arctan((U + 2ε)/Γ)], which is smooth in U, so this part produces no step.

The other part comes from exchange of one quantum. In the ground state the correlation function of b + b† is e^(−iωt/ħ), which shifts electron energies by ω:

Σ^>(E) = M² G^>(E − ω), Σ^<(E) = M² G^<(E + ω).

At lowest order G^> = −iA(1 − f̄) and G^< = iAf̄. Since each lead supplies half the width, f̄ = (f_L + f_R)/2: it is 1 below the window, 1/2 inside and 0 above. The retarded function is Σ^> − Σ^< restricted to positive times, so its transform is (i/2π)∫ [Σ^>(E′) − Σ^<(E′)]/(E − E′ + i0) dE′. Shifting the integration variable gives

Σ(E) = (M²/2π) ∫ A(E′) { [1 − f̄(E′)]/(E − E′ − ω + i0) + f̄(E′)/(E − E′ + ω + i0) } dE′.

Because Im 1/(y + i0) = −πδ(y),

Im Σ(E) = −(M²/2) { A(E − ω)[1 − f̄(E − ω)] + A(E + ω) f̄(E + ω) }.

The first term is emission into an empty state, the second the corresponding process for a hole.

Define J = ∫ Im(g²Σ) dE over the window. Then δI = −(eΓ/h)J, and since d/dV = e d/dU, the conductance changes by −(e²Γ/h) dJ/dU. The bias enters J through the limits and through f̄:

dJ/dU = ½ Im(g²Σ) at U/2 + ½ Im(g²Σ) at −U/2 + ∫ Im(g² ∂Σ/∂U) dE.

Subscripts + and − denote values at E = +ω/2 and −ω/2, the window edges at threshold U = ω.

Take the limits first. An electron at the upper edge emits into the energy U/2 − ω. Below threshold this lies under the window, where all states are full. Above threshold it lies inside, where 1 − f̄ = 1/2. Hence Im Σ at the upper edge jumps by −(M²/4)A₋. At the lower edge, f̄(−U/2 + ω) rises from 0 to 1/2, and Im Σ jumps by −(M²/4)A₊. With the factors ½, dJ/dU jumps by

−(M²/8)[A₋ Re g₊² + A₊ Re g₋²].

For the remaining integral, ∂f̄/∂U = ¼[δ(E − U/2) − δ(E + U/2)], so

∂Σ/∂U = (M²/8π) { A(U/2)[1/(E − U/2 + ω + i0) − 1/(E − U/2 − ω + i0)] − A(−U/2)[1/(E + U/2 + ω + i0) − 1/(E + U/2 − ω + i0)] }.

The poles at U/2 − ω and −U/2 + ω enter the window at threshold; the other two stay outside. Both entering poles have a positive coefficient, and their imaginary parts −πδ add

−(M²/8)[A₊ Re g₋² + A₋ Re g₊²],

the same amount again. The total jump of dJ/dU is −(M²/4)[A₋ Re g₊² + A₊ Re g₋²]. Inserting A and Re g²,

ΔG = (e²/h)(M²Γ²/4)(1/D₊D₋)[(1 − 2T₊) + (1 − 2T₋)].

With 1/D = 4T/Γ² this becomes

ΔG = (2e²/h)(4M²/Γ²) T₊T₋ (1 − T₊ − T₋).

The step changes sign where the mean of the two edge transmissions is one half. If ω ≪ Γ, the edges have nearly the same transmission T and

ΔG ≈ (2e²/h)(4M²/Γ²) T²(1 − 2T),

positive for T < 1/2 and negative for T > 1/2.

The two competing effects can be separated. In the inelastic current an electron leaves the left lead at E and enters the right lead at E − ω:

I_in = (2e/h) M² (Γ²/4) ∫ dE/[D(E)D(E − ω)], from −U/2 + ω to U/2.

The interval has length U − ω, so at threshold the conductance gains (2e²/h)M²Γ²/(4D₊D₋) = (2e²/h)(4M²/Γ²)T₊T₋. This is the 1 in the bracket.

The elastic transmission is (Γ²/4)|G|², which changes by (Γ²/2)|g|² Re(gΣ). With Im g = −Γ/(2D), the part containing Im Σ is W Im Σ, where W = Γ³/(4D²). The counting of jumps is as before with Re g² replaced by W, and gives, in units of 2e²/h,

−(M²/4)(A₋W₊ + A₊W₋) = −(M²Γ⁴/16D₊D₋)(1/D₊ + 1/D₋) = −(4M²/Γ²)T₊T₋(T₊ + T₋).

Opening the emission channel therefore raises the conductance, while the accompanying loss of elastic transmission lowers it. Where T₊ and T₋ are both small, the gain dominates. On resonance, for ω ≪ Γ, the elastic loss is twice the gain. The split accounts for the whole current: −(Γ/2)Re g² = W − Γ/(2D), where W gives the elastic part and −Γ/(2D) times Im Σ integrates to I_in, while the terms in Re Σ agree because −(Γ/2)Im g² = (Γ²/2)|g|² Re g.

The real part of Σ adds a logarithm at threshold. At the upper edge, the step of f̄ at −U/2 gives Re Σ ≈ (M²/4π)A₋ ln|U − ω|; at the lower edge the sign is reversed and A₊ appears. The limits of J thus contribute (M²/8π)[A₋ Im g₊² − A₊ Im g₋²] ln|U − ω| to dJ/dU. In the remaining integral the principal values at the two entering poles contribute the same again. With Im g² = −xΓ/D², the singular conductance is

δG_log = (2e²/h)(8M²/πΓ³) T₊T₋ (x₊T₊ − x₋T₋) ln|U − ω|, x± = ±ω/2 − ε.

It is even about threshold, so ΔG is defined as the difference of conductances at equal small distances above and below, where the logarithm cancels. For ω ≪ Γ, x₊T₊ − x₋T₋ ≈ ω d(xT)/dx = ωT(2T − 1), which makes the coefficient smaller than the step by a factor of order ω/Γ.

To locate the sign change in terms of the zero-bias transmission T₀, set a = 2ε/Γ and r = ω/Γ. Then T₀ = 1/(1 + a²) and T± = 1/[1 + (r ∓ a)²]. With p = (r − a)² and q = (r + a)²,

1 − T₊ − T₋ = (pq − 1)/[(1 + p)(1 + q)].

The zeros obey (r² − a²)² = 1. One solution, a² = 1 + r², always exists and gives

T₀ = 1/(2 + ω²/Γ²).

This zero tends to one half for ω ≪ Γ, with a correction of second order in ω/Γ. At this point the logarithm vanishes too: x₊D₋ = x₋D₊ means (x₊ − x₋)(Γ²/4 − x₊x₋) = 0, hence ε² − ω²/4 = Γ²/4, the same condition. For ω > Γ there is a second zero, a² = r² − 1 or T₀ = Γ²/ω², and closer to resonance the step is positive again, because the two edge transmissions then add up to less than one. Exactly on resonance, both window edges lie on the flanks of the level, at equal distances from its centre.

Crossings found from numerically integrated currents agree. For ω/Γ = 0.6 the sign changes at T₀ = 0.4237, and the formula gives 1/2.36 = 0.4237. For ω/Γ = 1.5 it changes at 0.2353 and 0.4444, matching 1/4.25 and 1/2.25.

For numbers, take round illustrative values, with a vibrational energy typical of gold contacts: ω = 15 meV, Γ = 1 eV and M = 30 meV. The level is moved while these three are held fixed. The prefactor is

4M²/Γ² = 4 × 0.030² = 0.0036,

and 2e²/h = 77.48 µS. On resonance T₊ = T₋ = 0.99978, so

ΔG = 77.48 µS × 0.0036 × 0.9998² × (1 − 1.9996) = −0.279 µS,

a drop of 0.36 % relative to the background conductance of 77.46 µS. The threshold is at 15 mV.

For T₀ = 0.75 the level lies 0.289 eV from the centre of the window. Then T₊ = 0.7597, T₋ = 0.7403 and ΔG = −0.078 µS, or −0.135 % of the background. For T₀ = 0.25 the level is at 0.866 eV, the edge transmissions are 0.2533 and 0.2468, and ΔG = +0.0087 µS, or +0.045 %. The positive step is much smaller than the drop on resonance, mainly because of the factor T₊T₋. At T₀ = 0.50 the step is −0.000008 µS, not quite zero, since at order M² the crossing lies at T₀ = 0.49994. This offset from one half is only formal here, because the vibration changes the zero-bias transmission itself by about 0.0008. The numerical output lists these values in full.

Measured gold contacts of one atom conduct close to 2e²/h and, at low temperature, show drops of very roughly one per cent near such a threshold. The model drop of 0.36 % has the same sign, but it does not explain the measured one. M and Γ were chosen, not calculated, and the step scales as M²/Γ². The coupling can also be of another kind. When an atom midway between equal contacts moves along the axis, one bond strengthens and the other weakens, while the level stays fixed to first order. The amplitude for crossing with emission is then odd under exchange of the leads, yet for ω ≪ Γ time reversal makes it even, so it vanishes. Only the elastic loss remains, and such a vibration lowers the conductance at any transmission. The scan over T₀ is a property of the model: in gold the transmission stays near one. The model also leaves out further conduction channels and any energy dependence of the lead coupling.

Temperature limits where the step can be seen. Near threshold and for ω ≪ Γ, thermal smearing replaces the length U − ω in the inelastic current by (U − ω)/[1 − e^(−(U−ω)/kT)]. The second derivative of this function is a peak whose full width at half maximum is 5.44 kT. That is 1.97 mV at 4.2 K, well below the 15 mV threshold, but 141 mV at 300 K, where no separate step survives. Temperature also cuts off the logarithm. On resonance, the logarithmic term changes by 3.6 % of the step between distances ω and kT (at 4.2 K) from threshold.

The assumption of a cold vibration matters too. Without a bath, electrons alone set the mean number of quanta, n_v. For ω ≪ Γ all transitions carry equal weight, and their rates are proportional to the available energy intervals. Above threshold, emission has the interval U − ω, from left to right. Absorption has ω within each lead and U + ω from left to right. The balance

(U − ω)(n_v + 1) = (U + 3ω)n_v

gives n_v = (U − ω)/(4ω). These quanta add n_v M²[g(E − ω) + g(E + ω)] ≈ 2n_v M²g to Σ, since the terms with f̄ and 1 − f̄ combine. The extra current is therefore −(eΓ/h) 2n_v M² U Im g³. From the parts of g and g²,

Im g³ = −(Γ/D²)[x²/D + 1/2 − T] = −(Γ/D²)(3/2 − 2T),

because x²/D = 1 − T. Although n_v vanishes at threshold, its slope jumps from 0 to 1/(4ω). Multiplied by U = ω, this gives an additional conductance step

(2e²/h)(4M²/Γ²) T²(3/2 − 2T).

The total is now proportional to T²(5/2 − 4T), and the sign changes at T = 5/8. With the example's finite ω the crossing is at 0.6248, and the step on resonance deepens from −0.279 to −0.418 µS. The value one half thus requires a bath that damps the vibration much faster than the electrons do. In the example electron–hole damping on resonance is 0.069 meV, so the bath must supply a width well above that.

Equal coupling is another condition, and a localized state in a short channel need not meet it. Such a state must also be broad enough for the electron repulsion left out here to be small beside Γ; otherwise the model does not apply. Let the left lead supply a share s of Γ. Then f̄ inside the window is s, and 1 − f̄ is 1 − s. For ω ≪ Γ the two edges together still contribute −(M²/4)A to the jump, as (1 − s) + s = 1, and the moving occupations contribute the same. The elastic weight becomes Γ_LΓ_RΓ/D², so the elastic loss is −M²Γ_LΓ_RΓ²/(2D³). The inelastic gain is M²Γ_LΓ_R/D². They cancel at D = Γ²/2, where

T = Γ_LΓ_R/D = 2s(1 − s),

half of the largest transmission this level can have. For s = 0.6 this is 0.48. With the example's finite ω and the level above the centre of the window (ε > 0), the zero-bias crossing is at 0.4814, since the two edges then enter with unequal weights. For ε < 0 the edges exchange roles and the crossing shifts below 0.48 instead. The unequal weights also spoil the near cancellation of the two edges in the logarithm: away from resonance its coefficient is no longer reduced by ω/Γ, and it does not vanish at the crossing.

Two shifts are absorbed in the parameters. The estimates below insert ω = 15 meV and M = 30 meV as if they were bare values, which makes them too large by up to about a sixth. The static displacement moves the level by −2M²/ω = −0.120 eV per electron, which is not negligible beside Γ; ε therefore means the shifted level. The electrons also soften the vibration, by an estimated 1.2 meV on resonance, so ω means the dressed energy. The softer vibration has a larger zero-point motion, which raises M² by about 9 %, so M likewise means the dressed coupling. Both effects show that a small 4M²/Γ² does not by itself make every consequence of the coupling small: the static shift is governed by M²/(ωΓ), which grows as the vibration becomes softer.

Table of computed values

```
self-energy vs exact diagonalization, relative error: 2.6e-05
omega/Gamma = 0.6: numerical crossing at T0 = 0.4237
  formula 1/(2+(omega/Gamma)^2) = 0.4237
omega/Gamma = 1.5: numerical crossings at T0 = 0.2353, 0.4444
Example, rough regime of a single-atom gold contact
mode energy = 15.0 meV, threshold = 15.0 mV
level width Gamma = 1.00 eV, coupling M = 30.0 meV
2e^2/h = 77.481 uS
4 M^2/Gamma^2 = 0.00360
T0 = 1.00: level = 0.0000 eV, Tp = 0.99978, Tm = 0.99978
  background = 77.463 uS, step/background = -0.3598 %
  step: formula = -0.278680 uS, numerical = -0.278680 uS
T0 = 0.75: level = 0.2887 eV, Tp = 0.75974, Tm = 0.74026
  background = 58.111 uS, step/background = -0.1350 %
  step: formula = -0.078436 uS, numerical = -0.078436 uS
T0 = 0.50: level = 0.5000 eV, Tp = 0.50756, Tm = 0.49256
  background = 38.745 uS, step/background = -0.0000 %
  step: formula = -0.000008 uS, numerical = -0.000008 uS
T0 = 0.25: level = 0.8660 eV, Tp = 0.25328, Tm = 0.24678
  background = 19.372 uS, step/background = 0.0450 %
  step: formula = 0.008716 uS, numerical = 0.008716 uS
numerical crossing in the example: T0 = 0.49994
Neglected effects for the example
thermal width of threshold = 5.44 kT
  at 4.2 K = 1.97 mV, at 300 K = 140.6 mV
log term, change from omega to kT(4.2 K) off threshold, T0 = 1:
  ratio to step = 0.0356
undamped mode: step at T0 = 1 is -0.4180 uS
undamped mode: crossing at T0 = 0.6248
left share 0.6 of Gamma: crossing at T0 = 0.4814
static level shift per electron = -0.120 eV
mode softening by electrons, T0 = 1: -1.193 meV
electron-hole damping of mode, T0 = 1: 0.0687 meV
```
